# Quadratic Stark Shift of the Ground Subband in a Hard-Wall Film: verification in Python

```python
"""Quadratic Stark shift of the ground subband in a hard-wall film.

Result under test, with energy counted from the midplane potential:
    E(F) - E(0) = -C m e^2 F^2 L^4 / hbar^2 + O(F^4),
    C = (15 - pi^2) / (24 pi^4).
m: electron mass, L: film thickness, F: uniform perpendicular field,
z: position from the midplane, potential energy +e F z.
Dimensionless field f = m e F L^3 / hbar^2; energy unit hbar^2/(m L^2).
Physical calculations use eV and nm; 1 MV/cm = 0.1 V/nm.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

C = (15 - np.pi**2) / (24 * np.pi**4)
HBAR2_M0 = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2

# Symbolic first-order wave function and second-order energy
u = sp.symbols("u", real=True)
chi = ((u**2 - sp.pi**2 / 4) * sp.sin(u) + u * sp.cos(u)) / 4
assert sp.simplify(sp.diff(chi, u, 2) + chi - u * sp.cos(u)) == 0
assert sp.simplify(chi.subs(u, sp.pi / 2)) == 0
assert sp.simplify(chi.subs(u, -sp.pi / 2)) == 0
integral = sp.integrate(sp.expand(u * sp.cos(u) * chi),
                        (u, -sp.pi / 2, sp.pi / 2))
assert abs(float(integral) - np.pi * (np.pi**2 - 15) / 96) < 1e-12
assert abs(4 * float(integral) / np.pi**5 + C) < 1e-14


# Dipole elements between hard-wall states, in units of L
def dipole(n, k):
    if (n + k) % 2 == 0:
        return 0.0
    return -8 * n * k / (np.pi**2 * (n**2 - k**2)**2)


for n, k in [(1, 2), (1, 3), (1, 4), (2, 3), (3, 6)]:
    direct = quad(lambda x: 2 * (x - 0.5) * np.sin(n * np.pi * x)
                  * np.sin(k * np.pi * x), 0, 1, epsabs=1e-12)[0]
    assert abs(direct - dipole(n, k)) < 1e-10
terms = [2 * dipole(1, k)**2 / (np.pi**2 * (k**2 - 1))
         for k in range(2, 80, 2)]
assert abs(sum(terms) - C) < 1e-12

# Exact levels from the Airy condition, potential f*x on 0 < x < 1
mp.mp.dps = 30


def airy_shift(f):
    """Exact ground-level shift relative to the midplane potential."""
    f = mp.mpf(f)
    scale = (2 * f)**(mp.mpf(1) / 3)

    def wall_condition(energy):
        a = -scale * energy / f
        b = scale * (1 - energy / f)
        return (mp.airyai(a) * mp.airybi(b)
                - mp.airyai(b) * mp.airybi(a))

    guess = mp.pi**2 / 2 + f / 2 - C * f**2
    root = mp.findroot(wall_condition, (guess, guess + mp.mpf("0.01")))
    return float(root - f / 2 - mp.pi**2 / 2)


remainder_half = airy_shift(0.5) + C * 0.5**2
remainder_one = airy_shift(1.0) + C
assert abs(airy_shift(0.5) / (-C * 0.5**2) - 1) < 1e-4
assert abs(remainder_one / remainder_half - 16) < 0.2
fourth_coefficient = remainder_half / 0.5**4


# Finite-difference solver in physical units
def ground(z, potential, h2m):
    h = z[1] - z[0]
    diagonal = h2m / h**2 + potential
    off = np.full(len(z) - 1, -h2m / (2 * h**2))
    energy, vector = eigh_tridiagonal(diagonal, off, select="i",
                                      select_range=(0, 0))
    return energy[0], vector[:, 0]**2 / h


def film_grid(width):
    return np.linspace(-width / 2, width / 2, 603)[1:-1]


for mass, width, field in [(0.2, 3, 0.01), (0.35, 2, 0.02),
                           (0.2, 5, 0.003)]:
    h2m_test = HBAR2_M0 / mass
    zt = film_grid(width)
    e_zero, _ = ground(zt, 0 * zt, h2m_test)
    e_field, density = ground(zt, field * zt, h2m_test)
    predicted = -C * field**2 * width**4 / h2m_test
    assert abs((e_field - e_zero) / predicted - 1) < 1e-3
    mean_z = np.sum(zt * density) * (zt[1] - zt[0])
    assert abs(mean_z / (2 * predicted / field) - 1) < 1e-3

# Worked example: rough typical indium-oxide-like channel
L, mass, F, T = 3.0, 0.20, 0.1, 300.0       # nm, m0, V/nm, K
h2m = HBAR2_M0 / mass
E1 = np.pi**2 * h2m / (2 * L**2)
gap = 3 * E1
f = F * L**3 / h2m
eta = F * L * abs(dipole(1, 2)) / gap
assert abs(eta - 32 * f / (27 * np.pi**4)) < 1e-12
shift = -C * F**2 * L**4 / h2m
exact = airy_shift(f) * h2m / L**2
z = film_grid(L)
step = z[1] - z[0]
E_flat, rho_flat = ground(z, 0 * z, h2m)
E_tilt, rho_tilt = ground(z, F * z, h2m)
assert abs((E_tilt - E_flat) / exact - 1) < 1e-3
displacement = 2 * shift / F
exact_displacement = np.sum(z * rho_tilt) * step

# Finite walls, same mass and field in film and gate oxide
V0, margin = 2.5, 2.0                       # eV, nm
zb = np.linspace(-L / 2 - margin, L / 2 + margin, 1401)[1:-1]
distance = np.abs(zb) - L / 2
wall = np.where(np.abs(distance) < 1e-8, V0 / 2,
                np.where(distance > 0, V0, 0.0))
E_soft, _ = ground(zb, wall, h2m)
soft_shift = ground(zb, wall + F * zb, h2m)[0] - E_soft
depth = np.sqrt(h2m / (2 * (V0 - E_soft)))
L_eff = L + 2 * depth
hard_ratio = soft_shift / exact
assert abs(hard_ratio / (L_eff / L)**4 - 1) < 0.10

# Nonparabolic band: E(1 + alpha E) = hbar^2 k^2/(2m)
alpha = 0.5                                 # 1/eV
size = 40
levels = E1 * np.arange(1, size + 1)**2
zmat = L * np.array([[dipole(n, k) for k in range(1, size + 1)]
                     for n in range(1, size + 1)])
basis_shift = np.linalg.eigvalsh(np.diag(levels) + F * zmat)[0] - E1
assert abs(basis_shift / exact - 1) < 1e-5
np_levels = (np.sqrt(1 + 4 * alpha * levels) - 1) / (2 * alpha)
np_shift = (np.linalg.eigvalsh(np.diag(np_levels) + F * zmat)[0]
            - np_levels[0])

# Self-consistent Hartree field of the channel electrons
ns, eps_r = 0.01, 9.0                       # nm^-2, relative
charge_field = const.e / const.epsilon_0 * 1e9 * ns / eps_r   # V/nm
kernel = np.abs(z[:, None] - z[None, :])


def hartree_level(field):
    """Ground level relative to the total midplane potential."""
    rho = rho_flat.copy()
    change = 1.0
    for _ in range(60):
        potential = field * z - charge_field / 2 * (kernel @ rho) * step
        energy, new_rho = ground(z, potential, h2m)
        change = np.max(np.abs(new_rho - rho))
        rho = 0.3 * rho + 0.7 * new_rho
        if change < 1e-8:
            break
    assert change < 1e-8
    return energy - potential[len(z) // 2]


hartree_zero = hartree_level(0.0)
hartree_shift = hartree_level(F) - hartree_zero

# Thickness step, temperature, degeneracy, tunnelling, breakdown
dL = 0.3                                    # nm
step_energy = np.pi**2 * h2m / (2 * (L - dL)**2) - E1
kT = const.k * T / const.e
filling = ns * np.pi * h2m / kT
mu = kT * np.log(np.expm1(filling))
second_fraction = np.log1p(np.exp((mu - gap) / kT)) / filling
t_ox, F_break = 10.0, 0.7                   # nm, V/nm
phi = V0 - F * L / 2 - (E1 + exact)
exponent = 2 * quad(lambda s: np.sqrt(2 * (phi - F * s) / h2m),
                    0, t_ox)[0]
attempt = E1 * const.e / (np.pi * const.hbar)
escape = attempt * np.exp(-exponent)

print(f"Coefficient C: {C:.7f}")
print(f"Share of C from second subband: {100*terms[0]/C:.2f} %")
print(f"Coefficient of f^4 in scaled energy: {fourth_coefficient:.3e}")
print(f"Film thickness L: {L:.1f} nm")
print(f"Electron mass: {mass:.2f} free-electron masses")
print(f"hbar^2/m: {h2m:.4f} eV nm^2")
print(f"Field F: {10*F:.1f} MV/cm")
print(f"Potential-energy drop across film: {1e3*F*L:.0f} meV")
print(f"Confinement energy E1: {1e3*E1:.1f} meV")
print(f"Gap E2-E1: {1e3*gap:.1f} meV")
print(f"Dimensionless field f: {f:.3f}")
print(f"Mixing parameter eta: {eta:.4f}")
print(f"Quadratic shift: {1e3*shift:.3f} meV")
print(f"Quadratic shift, converted: {shift*const.e:.3e} J")
print(f"Exact hard-wall shift: {1e3*exact:.3f} meV")
print(f"Mean displacement, linear law: {displacement:.4f} nm")
print(f"Mean displacement, numerical: {exact_displacement:.4f} nm")
for factor in (1, 2, 4):
    quadratic = shift * factor**2
    full = airy_shift(f * factor) * h2m / L**2
    print(f"At {10*F*factor:.0f} MV/cm: quadratic {1e3*quadratic:.2f} meV, "
          f"exact {1e3*full:.2f} meV, "
          f"excess {100*(quadratic/full-1):.2f} %")
print(f"Wall height (rough input): {V0:.1f} eV")
print(f"Finite-wall confinement energy: {1e3*E_soft:.1f} meV")
print(f"Penetration depth per wall: {depth:.3f} nm")
print(f"Effective width: {L_eff:.3f} nm")
print(f"Finite-wall shift: {1e3*soft_shift:.2f} meV")
print(f"Finite-wall to hard-wall shift ratio: {hard_ratio:.3f}")
print(f"Fourth power of width ratio: {(L_eff/L)**4:.3f}")
print(f"Nonparabolicity (rough input): {alpha:.1f} per eV")
print(f"Nonparabolic hard-wall shift: {1e3*np_shift:.2f} meV")
print(f"Sheet density (input): {ns*1e14:.1e} per cm^2")
print(f"Relative permittivity (rough input): {eps_r:.1f}")
print(f"Field change from channel charge: {10*charge_field:.3f} MV/cm")
print(f"Zero-field Hartree offset: {1e3*(hartree_zero-E_flat):.2f} meV")
print(f"Field shift with Hartree charge: {1e3*hartree_shift:.3f} meV")
print(f"Thickness step (input): {dL:.1f} nm")
print(f"E1 rise where film is thinner: {1e3*step_energy:.1f} meV")
print(f"Temperature: {T:.0f} K")
print(f"Thermal energy: {1e3*kT:.2f} meV")
print(f"Fermi level minus subband edge: {1e3*mu:.1f} meV")
print(f"Second-to-first subband population: {second_fraction:.1e}")
print(f"Gate-oxide thickness (input): {t_ox:.0f} nm")
print(f"Tunnelling exponent: {exponent:.1f}")
print(f"Tunnelling escape rate estimate: {escape:.1e} per s")
print(f"Oxide breakdown field (rough input): {10*F_break:.0f} MV/cm")
print(f"Operating field over breakdown field: {F/F_break:.2f}")
print("checks complete")
```

It prints:

```
Coefficient C: 0.0021945
Share of C from second subband: 99.87 %
Coefficient of f^4 in scaled energy: 1.777e-07
Film thickness L: 3.0 nm
Electron mass: 0.20 free-electron masses
hbar^2/m: 0.3810 eV nm^2
Field F: 1.0 MV/cm
Potential-energy drop across film: 300 meV
Confinement energy E1: 208.9 meV
Gap E2-E1: 626.7 meV
Dimensionless field f: 7.087
Mixing parameter eta: 0.0862
Quadratic shift: -4.666 meV
Quadratic shift, converted: -7.475e-22 J
Exact hard-wall shift: -4.647 meV
Mean displacement, linear law: -0.0933 nm
Mean displacement, numerical: -0.0926 nm
At 1 MV/cm: quadratic -4.67 meV, exact -4.65 meV, excess 0.40 %
At 2 MV/cm: quadratic -18.66 meV, exact -18.37 meV, excess 1.59 %
At 4 MV/cm: quadratic -74.65 meV, exact -70.43 meV, excess 5.99 %
Wall height (rough input): 2.5 eV
Finite-wall confinement energy: 148.5 meV
Penetration depth per wall: 0.285 nm
Effective width: 3.569 nm
Finite-wall shift: -9.46 meV
Finite-wall to hard-wall shift ratio: 2.036
Fourth power of width ratio: 2.004
Nonparabolicity (rough input): 0.5 per eV
Nonparabolic hard-wall shift: -6.55 meV
Sheet density (input): 1.0e+12 per cm^2
Relative permittivity (rough input): 9.0
Field change from channel charge: 0.201 MV/cm
Zero-field Hartree offset: -1.75 meV
Field shift with Hartree charge: -4.559 meV
Thickness step (input): 0.3 nm
E1 rise where film is thinner: 49.0 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Fermi level minus subband edge: -13.7 meV
Second-to-first subband population: 3.8e-11
Gate-oxide thickness (input): 10 nm
Tunnelling exponent: 58.6
Tunnelling escape rate estimate: 3.8e-12 per s
Oxide breakdown field (rough input): 7 MV/cm
Operating field over breakdown field: 0.14
checks complete
```
